Step and delta weights of the linear tetrahedron method, part 2

Brillouin-zone integrals of A at band energy ε = E are sums of Σ g_i A_i over tetrahedra. In each, T, of volume V_T = f V_G (zone volume V_G), ε and A are linear with corner values e_i (ascending) and A_i; λ_i are barycentric coordinates, b = ∇ε. Atomic units; per band, spin and cell. Step and delta weights:

w_i = (1/V_G) ∫_T λ_i θ(E − ε) d³k,  (1)

g_i = (1/V_G) ∫_T λ_i δ(E − ε) d³k.  (2)

n = Σ w_i, w_i(e4) = f/4. On the section ε = E, of area S,

g_i(E) = (1/(V_G|b|)) ∫_{S(E)} λ_i dS,  (4)

g_i(E) = dw_i/dE  (5)

Σ_i g_i = S/(V_G|b|) = dn/dE = D,  (6)

e_ij = e_i − e_j, x_i = E − e_i, y = e4 − E, a_ij = x_j/e_ij, Π_c = |∏_{j≠c} e_jc|.

Cases I, II, III: 1, 2, 3 corners below E.

I: D = 3f a21 a31/e41, g_j = D a_j1/3  (j = 2, 3, 4),  g1 = D (a12 + a13 + a14)/3,  (11)

III: D = 3f a24 a34/e41, g_j = D a_j4/3  (j = 1, 2, 3),  g4 = D (a41 + a42 + a43)/3,  (12)

II: D_a = 3f a23 a31/e41,  D_b = 3f a24 a32/e41,  D = D_a + D_b.  (13)

g1 = (D a14 + D_a a13)/3,  g2 = (D a23 + D_b a24)/3,

g3 = (D a32 + D_a a31)/3,  g4 = (D a41 + D_b a42)/3.  (14)

D = [f/(e31 e41)] [ 3e21 + 6x2 − 3(e31 + e42) x2²/(e32 e42) ].  (15)

C1 = f a31 a41/4,  C2 = f a13 a32 a41/4,  C3 = f a14 a32 a42/4,  C = C1 + C2 + C3,

w1 = C1 + (C1 + C2) a13 + C a14  (16)

From cones K1 (x1 terms) minus K2 (x2 terms):

g1 = 3f x1²/Π1 − (f x1³/Π1)(1/e21 + 1/e31 + 1/e41) + f x2³/(Π2 e21),

g2 = f x1³/(Π1 e21) − 3f x2²/Π2 + (f x2³/Π2)(−1/e21 + 1/e32 + 1/e42),

g_j = f x1³/(Π1 e_j1) − f x2³/(Π2 e_j2)  (j = 3, 4).  (17)

The form (17) settles continuity. Its K1 terms are the polynomials of case I, so crossing e2 merely switches on the K2 terms. For i ≠ 2 they are proportional to x2³, and g_i, g_i′ and g_i″ are continuous at e2. For i = 2 the leading term is −3f x2²/Π2, so g2 and g2′ are continuous and g2″ jumps by −6f/Π2. At e1 the K1 terms switch on from zero in the same way, and only g1″ jumps, by +6f/Π1. Reversal of the energies carries e1 and e2 to e4 and e3, with the same conclusion there. For distinct energies each g_i is therefore a piecewise cubic with a continuous first derivative, its second derivative jumping only at its own corner energy e_i, and D is a piecewise quadratic with a continuous first derivative whose second derivative jumps at all four. The condition on (5) is met at every E.

The remaining sum rules follow from (4). On the section Σ λ_i e_i = ε = E, so Σ g_i e_i = E S/(V_G|b|) = E D. Since 0 ≤ λ_i ≤ 1 in T, 0 ≤ g_i ≤ D, and consequently Σ g_i A_i/D is a weighted mean of the corner values that cannot leave their range. Finally ∫ g_i dE = w_i(e4) = f/4: however unevenly the density of states is shared at a given energy, each corner receives a quarter of the states of the tetrahedron in total.

Equal corner energies occur on symmetric meshes. The sections and the formulas (11) to (14) used only b ≠ 0 and the list of cut edges, and each denominator in them is the energy difference along a cut edge, which is nonzero whenever E lies inside the interval concerned. An interval of zero width is simply skipped, and what changes is the smoothness. If e1 = e2 < e3, case II starts from zero, and (15) with e21 = 0 gives D ≈ 6f x2/(e31 e41): the section opens as a thin strip along edge 12, so D is continuous with a kink, and the g_i, bounded by D, are continuous too. If e1 < e2 = e3 < e4, cases I and III meet at E = e2. There (11) has a21 = a31 = 1 and a12 = a13 = 0, (12) has a24 = a34 = 1 and a42 = a43 = 0, and both give D = 3f/e41, g2 = g3 = D/3, g1 = D a14/3, g4 = D a41/3; the slope of D changes from 6f/(e21 e41) to −6f/(e41 e42). The pair e3 = e4 mirrors the pair e1 = e2. In all these cases g_i stays continuous and (5) holds everywhere. If e1 = e2 = e3 < e4, a whole face lies in a plane of constant energy. Only case III remains, and as E falls to e1 the fractions a_j4 tend to 1, so g1 = g2 = g3 → f/e41, g4 → 0 and D → 3f/e41, while all vanish below e1. The weights g1, g2, g3 and D jump, w1, w2, w3 have a kink, and at that one energy (5) holds for them only as a statement about one-sided derivatives; g4 stays continuous and w4 has no kink. The case e1 < e2 = e3 = e4 is the mirror image. For corner energies 0, 0, 0, 1 eV the computed g_i/f just above zero are 1, 1, 1 and 0 per eV. If all four energies are equal, b = 0 and there is no section; (1) makes w_i a step of height f/4 at e1, and (2) gives g_i = (f/4) δ(E − e1), so (5) survives only as a statement about distributions. The scaling law shows the approach to this limit: as the spread of energies shrinks by s the weights grow as 1/s at fixed area f/4.

Nearly equal energies separate the two forms of case II, which are identical in exact arithmetic. In (17) the weights g1 and g2 contain the terms f x1³/(Π1 e21) and f x2³/(Π2 e21), each of order 1/e21², which must cancel to leave a result of order one. With relative rounding errors of order 10⁻¹⁶ in double precision and e21 = 10⁻¹² eV against other differences of order 1 eV, the expected relative error is of order 10⁻¹⁶ × 10²⁴ = 10⁸. For corners 0, 10⁻¹², 1, 2 eV and E = 0.6 eV, the largest error of the four weights relative to exact rational arithmetic was 6 × 10⁷ for the difference of the two cones, evaluated from products of the fractions a_ij; the leading figure depends on the order of the operations, but no digit of that weight survives. In g3 and g4 the cancelling terms are only of order 1/e21, and the same estimate gives 10⁻¹⁶ × 10¹² = 10⁻⁴, so these two keep about four digits. With (14), which contains no e21 and adds only non-negative products, the printed error in that instance was zero. Form (17) serves for proofs and form (14) for computing.

All of this is exact for the interpolated band and says nothing yet about the true one. A linear ε with b ≠ 0 has no stationary point inside T, so van Hove singularities are rendered only as the mesh is refined, and near a band crossing the corner energies taken by band index interpolate across a kink. How good the interpolation is for a smooth band is best seen on an example. Take the simple cubic nearest-neighbour model ε = −2t (cos k_x a + cos k_y a + cos k_z a) with the round parameters t = 1 eV and a = 3 Å, on a mesh of N = 10 steps per direction. The step is dk = 2π/(Na) = 0.20944 Å⁻¹, each mesh cube is cut into six tetrahedra of equal volume along a body diagonal, V_T = 1.5312 × 10⁻³ Å⁻³, V_G = 9.1870 Å⁻³ and f = 1.6667 × 10⁻⁴, which is 1/(6N³). The tetrahedron with mesh corners (0,1,2), (1,1,2), (1,2,2), (1,2,3) has energies −4.23607, −3.85410, −2.85410 and −1.61803 eV, with differences e21 = 0.38197, e31 = 1.38197, e41 = 2.61803, e32 = 1.00000, e42 = 2.23607 and e43 = 1.23607 eV. The energy E = −3.2 eV lies in case II, with x1 = 1.03607 eV and x2 = 0.65410 eV. The fractions are

a31 = 1.03607/1.38197 = 0.74971,  a41 = 1.03607/2.61803 = 0.39574,

a32 = 0.65410/1.00000 = 0.65410,  a42 = 0.65410/2.23607 = 0.29252,

and their complements a13 = 0.25029, a14 = 0.60426, a23 = 0.34590, a24 = 0.70748. Equation (13) gives

D_a/f = 3 × 0.34590 × 0.74971/2.61803 = 0.29716 eV⁻¹,

D_b/f = 3 × 0.70748 × 0.65410/2.61803 = 0.53028 eV⁻¹,

and D/f = 0.82743 eV⁻¹, the last digit coming from the unrounded terms. Equation (14) gives, in eV⁻¹,

g1/f = (0.82743 × 0.60426 + 0.29716 × 0.25029)/3 = 0.19145,

g2/f = (0.82743 × 0.34590 + 0.53028 × 0.70748)/3 = 0.22046,

g3/f = (0.82743 × 0.65410 + 0.29716 × 0.74971)/3 = 0.25467,

g4/f = (0.82743 × 0.39574 + 0.53028 × 0.29252)/3 = 0.16086,

whose sum is D/f to rounding. The tetrahedron contributes D = 1.379 × 10⁻⁴ eV⁻¹ = 3.753 × 10⁻³ hartree⁻¹ to the density of states per cell and spin.

The same numbers come from the Cartesian geometry. Successive corners differ by dk along x, y and z, so b has components e21/dk, e32/dk, e43/dk and |b| = (0.38197² + 1.00000² + 1.23607²)^(1/2)/0.20944 = 7.8073 eV Å. The triangles have areas 0.0035523 and 0.0063391 Å⁻² and the quadrilateral 0.0098915 Å⁻², and by (6) D/f = S/(|b|V_T) = 0.0098915/(7.80733 × 1.531174 × 10⁻³) = 0.8274 eV⁻¹. The centroid of the quadrilateral has λ = (0.23138, 0.26643, 0.30778, 0.19440), and for instance 0.23138 × 0.82743 = 0.19145 is g1/f. The two cones give 3 × 1.03607²/(0.38197 × 1.38197 × 2.61803) = 2.3302 and 3 × 0.65410²/(0.38197 × 1.00000 × 2.23607) = 1.5028 eV⁻¹, with difference 0.8274 eV⁻¹. The weighted mean Σ g_i e_i/D returns −3.20000 eV.

For the step weights, C1/f = 0.74971 × 0.39574/4 = 0.07417, C2/f = 0.01620 and C3/f = 0.02890, so that w1/f = 0.07417 + 0.09037 × 0.25029 + 0.11927 × 0.60426 = 0.16886; the others are 0.15532, 0.09725 and 0.05566, and n/f = 0.47710. Step weights obtained by direct integration of (1) at E ± 0.01 eV give the central differences

(0.1707668 − 0.1669378)/0.02 = 0.19145,  (0.1575168 − 0.1531078)/0.02 = 0.22045,

(0.0998081 − 0.0947152)/0.02 = 0.25465,  (0.0572769 − 0.0540598)/0.02 = 0.16085,

in eV⁻¹, to be compared with 0.19145, 0.22046, 0.25467 and 0.16086. The small deficit is expected. For a quartic w the central difference with step h equals g + h² g″/6 exactly, and for the sum (15) gives D″/f = −6 × 3.61804/(1.38197 × 2.61803 × 1.00000 × 2.23607) = −2.68 eV⁻³, a shift of about −4 × 10⁻⁵ eV⁻¹. The four differences add to 0.82740 against 0.82743, consistent with this within the rounding of the quoted digits.

As an integrand take A = |∇ε|² of the true band, the squared velocity in units with ħ = 1, whose corner values are 45.000, 57.438, 77.562 and 77.562 eV² Å². The last two coincide because the step from 2 to 3 mesh units along z leaves sin²(k_z a) unchanged on this mesh. Then Σ g_i A_i/f = 0.19145 × 45.000 + 0.22046 × 57.438 + (0.25467 + 0.16086) × 77.562 = 53.507 eV Å², and the mean of A over the section is 53.507/0.82743 = 64.67 eV² Å². It differs from |b|² = 7.8073² ≈ 61.0 eV² Å², because A is interpolated from its own corner values and is not the gradient of the interpolated band. At E = −4.0 eV (case I), x1 = 0.23607 eV, D/f = 3 × 0.23607²/(0.38197 × 1.38197 × 2.61803) = 0.12098 eV⁻¹ and g_i/f = 0.08553, 0.02492, 0.00689, 0.00364 eV⁻¹, dominated by corner 1. At E = −2.0 eV (case III), y = 0.38197 eV, D/f = 3 × 0.38197²/(2.61803 × 2.23607 × 1.23607) = 0.06049 eV⁻¹ and g_i/f = 0.00294, 0.00344, 0.00623, 0.04787 eV⁻¹, dominated by corner 4.

The sum over the whole zone can be compared with exact values for this band. With θ = k_z a, the zone average of δ(E − ε) is D(E) = (1/π) ∫_0^π D2(E + 2t cos θ) dθ, where D2 is the density of states of the square lattice. For D2, the substitution k_x a = u + v, k_y a = u − v turns the energy into −4t cos u cos v, with u and v uniformly distributed. At fixed u, δ(x + c cos v) with c = 4t|cos u| has two roots per period, each contributing 1/√(c² − x²), so its average over v is 1/(π√(c² − x²)) for c > |x|. With m = 1 − x²/(16t²) one has c² − x² = 16t²(m − sin²u), and the average over u is (2/π) times the integral from 0 to arcsin √m. Putting sin u = √m sin φ, so that du/√(m − sin²u) = dφ/√(1 − m sin²φ), gives D2(x) = K(m)/(2π²t) for |x| < 4t, with K the complete elliptic integral of the first kind. For the velocity integral, the divergence of the periodic field θ(E − ε)∇ε integrates to zero over the zone, which gives ∫ δ(E − ε)|∇ε|² = ∫ θ(E − ε)∇²ε, and ∇²ε = −a²ε for this band, so the zone average equals −a² ∫^E ε D(ε) dε. At E = −3.2 eV the exact values are D = 0.06775 eV⁻¹ = 1.843 hartree⁻¹ and 3.9157 eV Å². The tetrahedron sums for N = 10, 20, 40 are D = 0.06644, 0.06765, 0.06772 eV⁻¹, with errors of −1.93 %, −0.14 % and −0.03 % relative to the exact D, and 3.7813, 3.8918, 3.9095 eV Å², with errors of −3.43 %, −0.61 % and −0.16 % relative to the exact velocity integral.

The occupation n = 0.09564, 0.10107, 0.10241 rises with N, and this can be derived to leading order in dk. The band is a sum of functions of one coordinate each, and the sum of their one-dimensional linear interpolants is affine on a mesh cube and exact at its corners, so it is the interpolant on all six tetrahedra. A one-dimensional interpolant exceeds the function by ε″ s(dk − s)/2 at distance s from a node, on average by ε″ dk²/12. Summed over directions the mean excess is dk² ∇²ε/12 = −(a dk)² ε/12, positive at negative energy. If the constant-energy surface samples positions within the cubes evenly, n is lowered by D|E|(2π/N)²/12. Between N = 20 and N = 40 this predicts a rise of (0.06775 × 3.2/12)(2π)²(1/400 − 1/1600) = 0.00134, and the computed rise is 0.00135 before rounding (0.00134 from the rounded values quoted), an agreement to about 1 %; the rise from N = 10 to N = 20, 0.00543, is about four times larger, as a 1/N² law requires. The errors of D and of the velocity integral fall by more than a factor of four from N = 10 to N = 20, by about fourteen in the case of D. These ratios belong to the particular meshes, because the errors do not fall monotonically with N: that of D is −0.12 % at N = 14 but −0.95 % at N = 16, and −0.06 % at N = 60 against −0.03 % at N = 40, and that of the velocity integral is −1.12 % at N = 14 and −1.43 % at N = 16. That uneven sampling and higher orders in dk still matter for these surface integrals at N = 10 is a conjecture, and no convergence law is claimed for them here.

The numerical check, with its output, tests the following. In exact rational algebra it checks (5), (6), the energy sum rule, (15), the equality of the cone-difference form with (14) and (16), and the pattern of continuity at the four corner energies. For random energies and tetrahedra it checks the formulas against iterated integration of (1) and (2), against finite differences of those integrals, and against Cartesian polygon areas and centroids. For distinct and for degenerate corners it checks that ∫ g_i e^(−sE) dE equals 1/V_G times the integral of λ_i e^(−sε) over the tetrahedron, which at s = 0 is the quarter rule. It also checks the jump for three equal energies, the loss of accuracy of the difference form, the derivative relation on the whole N = 10 mesh, and agreement of the N = 40 sums with the exact values to within 2 %. The leading-order estimate for n is compared with the printed values only and is not among the asserted tests.

Table of computed values

```
t = 1.0 eV, a = 3.0 A, N = 10, E = -3.2 eV, hartree = 27.21139 eV
dk = 0.20944 1/A, V_T = 1.531174e-03 1/A^3, V_G = 9.18704 1/A^3, f = 1.666667e-04
corner energies e1..e4 (eV): -4.23607 -3.85410 -2.85410 -1.61803
e21 e31 e41 e32 e42 e43 (eV): 0.38197 1.38197 2.61803 1.00000 2.23607 1.23607
A_i = |grad eps|^2 at corners (eV^2 A^2): 45.000 57.438 77.562 77.562
a13 a14 a23 a24: 0.25029 0.60426 0.34590 0.70748
a31 a41 a32 a42: 0.74971 0.39574 0.65410 0.29252
|b| = 7.80733 eV A; section vertices = 4
areas S_a S_b S (1/A^2): 0.0035523 0.0063391 0.0098915
centroid lam_1..4: 0.23138 0.26643 0.30778 0.19440
D_a/f D_b/f D/f (1/eV): 0.29716 0.53028 0.82743
g_i/f (1/eV): 0.19145 0.22046 0.25467 0.16086
C1/f C2/f C3/f: 0.07417 0.01620 0.02890
w_i/f: 0.16886 0.15532 0.09725 0.05566  n/f: 0.47710
w_i/f at E+0.01 eV: 0.1707668 0.1575168 0.0998081 0.0572769
w_i/f at E-0.01 eV: 0.1669378 0.1531078 0.0947152 0.0540598
central difference dw_i/dE /f (1/eV): 0.19145 0.22045 0.25465 0.16085
cone at 1, cone at 2 parts of D/f (1/eV): 2.33024 1.50280
sum g_i e_i / D (eV): -3.20000
sum g_i A_i /f (eV A^2): 53.5070 ; section mean of A (eV^2 A^2): 64.6661
D_T = 1.379057e-04 1/eV = 3.752606e-03 1/hartree
E = -4.0 eV, case 1: g_i/f (1/eV): 0.08553 0.02492 0.00689 0.00364  D/f: 0.12098
E = -2.0 eV, case 3: g_i/f (1/eV): 0.00294 0.00344 0.00623 0.04787  D/f: 0.06049
corners 0 0 0 1 eV, g_i/f just above 0 (1/eV): 1.00000 1.00000 1.00000 0.00000
corners 0, 1e-12, 1, 2 eV, E = 0.6 eV: rel. error positive form 0.0e+00, difference form 6.0e+07
exact D = 0.06775 1/eV = 1.8434 1/hartree (per cell, per spin)
exact int |grad eps|^2 delta = 3.9157 eV A^2
N = 10: D = 0.06644 1/eV (-1.93 %), int A delta = 3.7813 eV A^2 (-3.43 %), n = 0.09564
N = 20: D = 0.06765 1/eV (-0.14 %), int A delta = 3.8918 eV A^2 (-0.61 %), n = 0.10107
N = 40: D = 0.06772 1/eV (-0.03 %), int A delta = 3.9095 eV A^2 (-0.16 %), n = 0.10241
```
